# Effective force constants from the true ensemble and from self-consistent phonons: test program

```python
# Result under test: a linear force fit over the TRUE thermal ensemble (TDEP)
# and self-consistent phonons (SCP, the same fit over its OWN Gaussian) give
# force constants that differ at second order in the cubic anharmonicity.
# Potential: sum over bonds i of k r^2/2 + c r^3/6 + q r^4/24, r_i = D_i . u,
# where u is the displacement vector. A single mode has D = [[1]].
# T is the thermal energy in eV; lengths are in angstrom (A).
# Scaling by eps: c -> eps c and q -> eps^2 q.
# Quantum part: hbar = mass = k = 1, energies in units of hbar omega.
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar

KB = const.k / const.e


def make_model(D, k, c, q):
    return tuple(np.array(a, dtype=float) for a in (D, k, c, q))


def scaled(model, eps):
    D, k, c, q = model
    return D, k, eps * c, eps**2 * q


def energy_gradient(u, model):
    D, k, c, q = model
    r = u @ D.T
    energy = (k * r**2 / 2 + c * r**3 / 6 + q * r**4 / 24).sum(axis=1)
    return energy, (k * r + c * r**2 / 2 + q * r**3 / 6) @ D


def least_squares(design, weights, gradient):
    weighted = weights[:, None] * design
    return np.linalg.solve(design.T @ weighted, weighted.T @ gradient)


def true_ensemble(model, T, tilt=0.0):
    """Classical canonical averages by quadrature, and the force fits."""
    dim = model[0].shape[1]
    half, points = (1.5, 4001) if dim == 1 else (1.2, 241)
    axis = np.linspace(-half, half, points)
    x = np.stack(np.meshgrid(*[axis] * dim, indexing="ij"), -1).reshape(-1, dim)
    energy, gradient = energy_gradient(x, model)
    boltz = np.exp(-(energy - tilt * x[:, 0]) / T)
    w = boltz / boltz.sum()
    mean = w @ x
    u = x - mean
    out = {"mean": mean, "cov": u.T @ (w[:, None] * u), "energy": w @ energy}
    linear = np.column_stack([np.ones(len(u)), u])
    out["K"] = least_squares(linear, w, gradient)[1:].T
    if dim == 1:
        joint = np.column_stack([linear, u**2])
        out["K_joint"] = least_squares(joint, w, gradient)[1, 0]
        out["kappa3"] = w @ u[:, 0]**3
        harmonic = np.exp(-model[1][0] * x[:, 0]**2 / (2 * T))
        out["F"] = -T * np.log(boltz.sum() / harmonic.sum())
    return out


def gaussian_nodes(dim):
    node, weight = np.polynomial.hermite_e.hermegauss(16)
    weight = weight / weight.sum()
    z = np.stack(np.meshgrid(*[node] * dim, indexing="ij"), -1).reshape(-1, dim)
    w = weight if dim == 1 else np.outer(weight, weight).ravel()
    return z, w


def scp(model, covariance, cycles=150):
    """Refit forces over the Gaussian of the current fit until unchanged."""
    D, k = model[:2]
    dim = D.shape[1]
    z, w = gaussian_nodes(dim)
    centre, K = np.zeros(dim), D.T @ (k[:, None] * D)
    for _ in range(cycles):
        u = z @ np.linalg.cholesky(covariance(K)).T
        gradient = energy_gradient(centre + u, model)[1]
        fit = least_squares(np.column_stack([np.ones(len(u)), u]), w, gradient)
        K_new = (fit[1:] + fit[1:].T) / 2
        centre = centre - np.linalg.solve(K_new, fit[0])
        change = np.abs(K_new - K).max()
        K = K_new
    assert change < 1e-10
    return centre, K


def classical_cov(T):
    return lambda K: T * np.linalg.inv(K)


def quantum_cov(t):
    return lambda K: 1 / (2 * np.sqrt(K) * np.tanh(np.sqrt(K) / (2 * t)))


def variational_F(centre, K, model, covariance, harmonic_F):
    """Gibbs-Bogoliubov free energy of a one-mode Gaussian."""
    z, w = gaussian_nodes(1)
    var = covariance(np.array([[K]]))[0, 0]
    energy = energy_gradient(centre + np.sqrt(var) * z, model)[0]
    return harmonic_F(K) + w @ energy - K * var / 2


def minimize_F(model, covariance, harmonic_F):
    k = model[1][0]
    best = minimize(lambda p: variational_F(p[0], k * np.exp(p[1]), model,
                                            covariance, harmonic_F),
                    [0.0, 0.0], method="Nelder-Mead",
                    options={"xatol": 1e-9, "fatol": 1e-15, "maxiter": 2000})
    return k * np.exp(best.x[1]), best.fun


def static_bubble(model, T):
    D, k, c, _ = model
    G = T * np.linalg.inv(D.T @ (k[:, None] * D))
    cubic = np.einsum("i,ia,ib,ic->abc", c, D, D, D)
    return -np.einsum("acd,ce,df,bef->ab", cubic, G, G, cubic) / (2 * T)


k, c, q, mass_u, kelvin = 4.0, -12.0, 60.0, 50.0, 600.0
T = KB * kelvin
mode = make_model([[1]], [k], [c], [q])

# ---- one classical mode at full anharmonicity
true = true_ensemble(mode, T)
K_T, var = true["K"][0, 0], true["cov"][0, 0]
centre, K_S = scp(mode, classical_cov(T))
K_S = K_S[0, 0]


def classical_F(K):
    return T / 2 * np.log(K / k)


K_min, F_S = minimize_F(mode, classical_cov(T), classical_F)
assert abs(K_min / K_S - 1) < 1e-5          # limited by the flat minimum
assert abs(K_T * var / T - 1) < 1e-8
push = 1e-3
response = (true_ensemble(mode, T, push)["mean"][0]
            - true_ensemble(mode, T, -push)["mean"][0]) / (2 * push)
assert abs(K_T * response - 1) < 1e-4       # finite-difference error


def lower_bound(K):
    return classical_F(K) + true["energy"] - K * var / 2


K_max = minimize_scalar(lambda K: -lower_bound(K), bounds=(1, 10),
                        method="bounded", options={"xatol": 1e-9}).x
assert abs(K_max / K_T - 1) < 1e-5          # limited by the flat maximum
F_T = lower_bound(K_T)
assert F_T < true["F"] < F_S

# ---- orders in eps for one classical mode
gaps, joint_gaps = [], []
for eps in (0.1, 0.05):
    small = scaled(mode, eps)
    ens = true_ensemble(small, T)
    K_small = scp(small, classical_cov(T))[1][0, 0]
    gaps.append((ens["K"][0, 0] - K_small) / eps**2)
    joint_gaps.append(ens["K_joint"] - K_small)
gap_formula = -c**2 * T / (2 * k**2)
assert abs(gaps[1] / gap_formula - 1) < 0.01
assert abs(gaps[1] - gap_formula) < 0.3 * abs(gaps[0] - gap_formula)
joint_ratio = joint_gaps[0] / joint_gaps[1]
assert 13 < joint_ratio < 19                # fourth order would give 16

eps = 0.1
small = scaled(mode, eps)
ens = true_ensemble(small, T)
F_small_S = minimize_F(small, classical_cov(T), classical_F)[1]
K_small_T = ens["K"][0, 0]
F_small_T = classical_F(K_small_T) + ens["energy"] - T / 2
F_gap = c**2 * T**2 / (12 * k**3)
assert abs((F_small_S - ens["F"]) / (eps**2 * F_gap) - 1) < 0.05
assert abs((ens["F"] - F_small_T) / (eps**2 * F_gap) - 1) < 0.05

q_weak = 0.01 * q
quartic = make_model([[1]], [k], [0], [q_weak])
quartic_gap = (true_ensemble(quartic, T)["K"]
               - scp(quartic, classical_cov(T))[1])[0, 0]
assert abs(quartic_gap / (-q_weak**2 * T**2 / (6 * k**3)) - 1) < 0.03

# ---- two coupled modes without symmetry, and the three-atom ring
skew = make_model([[1, .2], [-.4, 1.1], [.8, -.7]],
                  [4, 3, 5], [-12, 9, -6], [60, 50, 70])
basis = np.array([[1, -1, 0], [1, 1, -2]]) / np.sqrt([[2], [6]])
bonds = (np.roll(basis, -1, axis=1) - basis).T
ring = make_model(bonds, [k] * 3, [c] * 3, [q] * 3)
ring_even = make_model(bonds, [k] * 3, [0] * 3, [q] * 3)
for model in (skew, ring):
    target = static_bubble(model, T)
    errors = []
    for eps in (0.1, 0.05):
        small = scaled(model, eps)
        gap = (true_ensemble(small, T)["K"]
               - scp(small, classical_cov(T))[1]) / eps**2
        errors.append(np.abs(gap - target).max() / np.abs(target).max())
    assert errors[1] < 0.02 and errors[1] < 0.3 * errors[0]
ring_true, ring_true_even = true_ensemble(ring, T), true_ensemble(ring_even, T)
ring_S = scp(ring, classical_cov(T))[1][0, 0]
ring_S_even = scp(ring_even, classical_cov(T))[1][0, 0]
assert np.abs(ring_true["mean"]).max() < 1e-8
assert abs(ring_S - ring_S_even) < 1e-8
assert ring_true["K"][0, 0] < ring_true_even["K"][0, 0] - 0.01
assert np.allclose(static_bubble(ring, T), gap_formula * np.eye(2))


# ---- quantum mode by diagonalization
def quantum_true(cubic, quartic_constant, t, size=120):
    lower = np.diag(np.sqrt(np.arange(1, size + 8)), 1)
    x = (lower + lower.T) / np.sqrt(2)
    momentum = (lower.T - lower) / np.sqrt(2)
    p2 = -(momentum @ momentum)[:size, :size]
    power = [np.linalg.matrix_power(x, n)[:size, :size] for n in range(5)]
    H = (p2 + power[2]) / 2 + cubic * power[3] / 6
    H = H + quartic_constant * power[4] / 24
    level, state = np.linalg.eigh(H)
    w = np.exp(-(level - level[0]) / t)
    density = (state * (w / w.sum())) @ state.T
    m1, m2, m3, m4 = [np.sum(density * power[n]) for n in range(1, 5)]
    variance = m2 - m1**2
    mean_slope = m1 + cubic * m2 / 2 + quartic_constant * m3 / 6
    x_slope = m2 + cubic * m3 / 2 + quartic_constant * m4 / 6
    return {"K": (x_slope - m1 * mean_slope) / variance, "var": variance,
            "K_p": np.sum(density * p2) / variance,
            "kappa3": m3 - 3 * m1 * m2 + 2 * m1**3,
            "peak": (level[1] - level[0])**2}


mass = mass_u * const.atomic_mass
omega = np.sqrt(k * const.e / const.angstrom**2 / mass)
quantum = const.hbar * omega / const.e
length = np.sqrt(quantum / k)
cq, qq = c * length**3 / quantum, q * length**4 / quantum
quantum_rows = []
for temp in (5.0, 100.0, 600.0):
    t = KB * temp / quantum
    n = 1 / np.tanh(1 / (2 * t))
    eps = 0.05
    ce, qe = eps * cq, eps**2 * qq
    weak = quantum_true(ce, qe, t)
    weak_S = scp(make_model([[1]], [1], [ce], [qe]), quantum_cov(t))[1][0, 0]
    formula = -(3 * n**2 - 2) / (12 * n)
    assert abs((weak["K"] - weak_S) / (ce**2 * formula) - 1) < 0.02
    assert abs(weak["kappa3"] / (-ce * (3 * n**2 - 2) / 12) - 1) < 0.02
    if temp == 5.0:
        shifts = [(v - 1 - qe / 4) / ce**2
                  for v in (weak_S, weak["K"], weak["peak"])]
        assert np.allclose(shifts, [-1 / 4, -1 / 3, -5 / 12], rtol=0.02)
    full = quantum_true(cq, qq, t)
    full_model = make_model([[1]], [1], [cq], [qq])
    full_S = scp(full_model, quantum_cov(t))[1][0, 0]
    K_check = minimize_F(full_model, quantum_cov(t), lambda K: t * np.log(
        2 * np.sinh(np.sqrt(K) / (2 * t))))[0]
    assert abs(K_check / full_S - 1) < 1e-5
    assert abs(full["K"] / full["K_p"] - 1) < 1e-7
    if temp == 5.0:
        K_moment = k / (4 * full["var"]**2)
        K_ground, K_peak = k * full["K"], k * full["peak"]
        assert K_ground > K_moment + 1e-5
    quantum_rows.append((temp, k * full_S, k * full["K"],
                         k * formula * cq**2))


def terahertz(K):
    return np.sqrt(K * const.e / const.angstrom**2 / mass) / (2e12 * np.pi)


bubble = static_bubble(mode, T)[0, 0]
print(f"input k = {k:.1f} eV/A^2, c = {c:.1f} eV/A^3, q = {q:.1f} eV/A^4")
print(f"input mass = {mass_u:.1f} u, temperature = {kelvin:.0f} K")
print(f"thermal energy = {T:.6f} eV")
print("-- one classical mode")
print(f"true mean position = {true['mean'][0]:.6f} A")
print(f"SCP centre = {centre[0]:.6f} A")
print(f"true variance = {var:.6f} A^2")
print(f"true third cumulant = {true['kappa3']:.4e} A^3")
print(f"true skewness = {true['kappa3'] / var**1.5:.4f} (no unit)")
skew_term = (c + q * true["mean"][0]) * true["kappa3"] / (2 * var)
print(f"skewness term, cubic constant at true mean = {skew_term:.4f} eV/A^2")
print(f"K TDEP = {K_T:.4f} eV/A^2")
print(f"K SCP = {K_S:.4f} eV/A^2")
print(f"K TDEP - K SCP = {K_T - K_S:.4f} eV/A^2")
print(f"leading formula for the gap = {gap_formula:.4f} eV/A^2")
print(f"K from joint linear+quadratic fit = {true['K_joint']:.4f} eV/A^2")
print(f"K SCP + static bubble = {K_S + bubble:.4f} eV/A^2")
print(f"K TDEP + static bubble = {K_T + bubble:.4f} eV/A^2")
print(f"frequency harmonic = {terahertz(k):.4f} THz")
print(f"frequency from K TDEP = {terahertz(K_T):.4f} THz")
print(f"frequency from K SCP = {terahertz(K_S):.4f} THz")
print("-- free energy relative to the harmonic mode")
print(f"TDEP lower bound = {1000 * F_T:.4f} meV")
print(f"true value = {1000 * true['F']:.4f} meV")
print(f"SCP upper bound = {1000 * F_S:.4f} meV")
print(f"mean of the bounds = {500 * (F_T + F_S):.4f} meV")
print(f"leading size of each error = {1000 * F_gap:.4f} meV")
print("-- scaling checks")
print(f"gap/eps^2 at eps 0.1, 0.05 = {gaps[0]:.5f}, {gaps[1]:.5f} eV/A^2")
print(f"joint-fit gap ratio on halving eps = {joint_ratio:.2f} (no unit)")
print("-- classical temperature series")
for temp in (300.0, 600.0, 900.0):
    a = true_ensemble(mode, KB * temp)["K"][0, 0]
    b = scp(mode, classical_cov(KB * temp))[1][0, 0]
    print(f"{temp:.0f} K: TDEP {a:.4f}, SCP {b:.4f}, gap {a - b:.4f} eV/A^2")
print("-- three-atom ring, mode force constants")
print(f"harmonic = {3 * k:.4f} eV/A^2")
print(f"SCP with cubic = {ring_S:.4f} eV/A^2")
print(f"SCP without cubic = {ring_S_even:.4f} eV/A^2")
print(f"TDEP with cubic = {ring_true['K'][0, 0]:.4f} eV/A^2")
print(f"TDEP without cubic = {ring_true_even['K'][0, 0]:.4f} eV/A^2")
print("-- one quantum mode")
print(f"harmonic quantum = {1000 * quantum:.4f} meV")
print(f"dimensionless cubic constant = {cq:.4f} (no unit)")
for temp, s, a, f in quantum_rows:
    print(f"{temp:.0f} K: TDEP {a:.4f}, SCP {s:.4f}, gap {a - s:.4f}, "
          f"formula {f:.4f} eV/A^2")
print(f"5 K: K of best lower bound = {K_moment:.4f} eV/A^2")
print(f"5 K: K from 0-1 transition = {K_peak:.4f} eV/A^2")
print("cubic shifts SCP, TDEP, transition = "
      + ", ".join(f"{s:.4f}" for s in shifts) + " hbar c^2/(m^2 omega^3)")
print("done: every assertion held")
```

Output:

```
input k = 4.0 eV/A^2, c = -12.0 eV/A^3, q = 60.0 eV/A^4
input mass = 50.0 u, temperature = 600 K
thermal energy = 0.051704 eV
-- one classical mode
true mean position = 0.017095 A
SCP centre = 0.017413 A
true variance = 0.012830 A^2
true third cumulant = 3.7259e-04 A^3
true skewness = 0.2564 (no unit)
skewness term, cubic constant at true mean = -0.1594 eV/A^2
K TDEP = 4.0299 eV/A^2
K SCP = 4.1719 eV/A^2
K TDEP - K SCP = -0.1420 eV/A^2
leading formula for the gap = -0.2327 eV/A^2
K from joint linear+quadratic fit = 4.1665 eV/A^2
K SCP + static bubble = 3.9393 eV/A^2
K TDEP + static bubble = 3.7972 eV/A^2
frequency harmonic = 4.4218 THz
frequency from K TDEP = 4.4383 THz
frequency from K SCP = 4.5158 THz
-- free energy relative to the harmonic mode
TDEP lower bound = -0.1289 meV
true value = 0.1826 meV
SCP upper bound = 0.5322 meV
mean of the bounds = 0.2016 meV
leading size of each error = 0.5012 meV
-- scaling checks
gap/eps^2 at eps 0.1, 0.05 = -0.23146, -0.23237 eV/A^2
joint-fit gap ratio on halving eps = 17.14 (no unit)
-- classical temperature series
300 K: TDEP 3.9925, SCP 4.0823, gap -0.0897 eV/A^2
600 K: TDEP 4.0299, SCP 4.1719, gap -0.1420 eV/A^2
900 K: TDEP 4.0916, SCP 4.2665, gap -0.1749 eV/A^2
-- three-atom ring, mode force constants
harmonic = 12.0000 eV/A^2
SCP with cubic = 12.7310 eV/A^2
SCP without cubic = 12.7310 eV/A^2
TDEP with cubic = 12.5355 eV/A^2
TDEP without cubic = 12.7134 eV/A^2
-- one quantum mode
harmonic quantum = 18.2870 meV
dimensionless cubic constant = -0.2028 (no unit)
5 K: TDEP 4.0154, SCP 4.0282, gap -0.0128, formula -0.0137 eV/A^2
100 K: TDEP 4.0083, SCP 4.0360, gap -0.0277, formula -0.0308 eV/A^2
600 K: TDEP 4.0339, SCP 4.1739, gap -0.1400, formula -0.2303 eV/A^2
5 K: K of best lower bound = 4.0111 eV/A^2
5 K: K from 0-1 transition = 4.0026 eV/A^2
cubic shifts SCP, TDEP, transition = -0.2500, -0.3333, -0.4166 hbar c^2/(m^2 omega^3)
done: every assertion held
```
